# Absorbed photon dose in a low-k film under vacuum-ultraviolet light

## Problem

A lamp using the 147 nm resonance line of free xenon atoms illuminates a low-k dielectric film on a silicon wafer. The power density at the film surface is $P_0=1\ \mathrm{mW/cm^2}$, and the exposure lasts $t=100\ \mathrm{s}$.

**(a)** Suppose that all the light is absorbed within a depth $d=100\ \mathrm{nm}$. Show that the absorbed photons, accumulated over the exposure and averaged over this depth, number about $7.4\times10^{21}$ per cubic centimetre. Show also that this average does not depend on how the absorption is distributed in depth.

**(b)** Now let the film be a uniform absorber of thickness $d$, with refractive index 1.50 and extinction index 0.35. Neglect reflection. Find the local dose at the top and bottom, and the average dose.

**(c)** Include reflection, transmission and interference at normal incidence. Take 0.40 and 1.40 for the refractive and extinction indices of silicon. By how much does the average dose change from the value in (a)?

**(d)** Compare the dose with the density of methyl groups in the film. Estimate the heating, and find how much net charge the film could hold before its field reached 5 MV/cm.

The light is monochromatic, steady and uniform over an area much wider than $d$, and the film is uniform along its surface, so quantities vary with depth alone. The optical constants are rough values chosen for the example. Engineering units are used throughout.

## Solution

### (a) Full absorption

A photon of vacuum wavelength $\lambda$ has energy

$$
E=\frac{hc}{\lambda}=1.3513\times10^{-18}\ \mathrm{J},
$$

or 8.434 eV. The photon flux is the power per area divided by the energy per photon:

$$
F=\frac{P_0}{E}
=\frac{1.0\times10^{-3}\ \mathrm{J\,s^{-1}\,cm^{-2}}}
{1.3513\times10^{-18}\ \mathrm{J}}
=7.400\times10^{14}\ \mathrm{cm^{-2}\,s^{-1}} .
$$

Multiplying by the exposure time gives the fluence, the number of photons that have arrived per unit area:

$$
N=Ft=7.400\times10^{16}\ \mathrm{cm^{-2}} .
$$

To turn this into a volume density, let $z$ be the depth below the surface and $P(z,t')$ the power per area still travelling downward at time $t'$. Between $z$ and $z+dz$ the light loses the power $P(z,t')-P(z+dz,t')=-(\partial P/\partial z)\,dz$. Dividing by $E$ gives photons absorbed per unit area and time, and dividing by $dz$ gives the rate per unit volume. The accumulated local dose is therefore

$$
n(z)=-\frac1E\int_0^t\frac{\partial P(z,t')}{\partial z}\,dt' .
$$

Its average over the depth is

$$
\bar n=\frac1d\int_0^d n(z)\,dz
=\frac{1}{Ed}\int_0^t\left[P(0,t')-P(d,t')\right]dt' .
$$

Full absorption means that $P(0,t')=P_0$, because nothing is reflected, and $P(d,t')=0$, because nothing gets through. Hence

$$
\bar n=\frac{P_0t}{Ed}=\frac{N}{d}=\frac{P_0\lambda t}{hcd}.
$$

With $d=100\ \mathrm{nm}=1.00\times10^{-5}\ \mathrm{cm}$,

$$
\bar n=\frac{7.400\times10^{16}\ \mathrm{cm^{-2}}}
{1.00\times10^{-5}\ \mathrm{cm}}
=7.40\times10^{21}\ \mathrm{cm^{-3}},
$$

which is the required result. It equals 7.40 photons per cubic nanometre.

Only the power at the two ends of the interval entered the average, so the shape of the profile is irrelevant. The absorption may even change during the exposure, provided that the light remains fully absorbed within $d$. Two numerical tests illustrate this. One absorber has a constant absorption coefficient of 0.2 per nm; in the other the coefficient rises linearly from zero at the surface to 0.4 per nm at 100 nm. Propagating the light through each, with reflection neglected, gives an average of $7.400\times10^{21}\ \mathrm{cm^{-3}}$, although the profiles differ greatly.

The dose is a running total, not a population of photons present together. In the incident beam the density at any moment is

$$
\frac Fc=2.47\times10^4\ \mathrm{cm^{-3}},
$$

about seventeen orders of magnitude below the accumulated dose.

### (b) A uniform absorber

In a wave travelling through a medium of extinction index $k$, the field amplitude falls as $e^{-2\pi kz/\lambda}$. The power is proportional to the square of the amplitude, so

$$
P(z)=P_0e^{-\alpha z},\qquad
\alpha=\frac{4\pi k}{\lambda}
=\frac{4\pi(0.35)}{147\ \mathrm{nm}}
=0.0299\ \mathrm{nm^{-1}} .
$$

Since $-dP/dz=\alpha P_0e^{-\alpha z}$ is constant in time, the local dose is

$$
n(z)=\frac tE\,\alpha P_0e^{-\alpha z}=\alpha Ne^{-\alpha z}.
$$

Averaging it over the film gives

$$
\bar n=\frac{\alpha N}{d}\int_0^d e^{-\alpha z}\,dz
=\frac Nd\left(1-e^{-\alpha d}\right).
$$

Here $\alpha d=2.99$, so 95.0 % of the light is absorbed in a single pass. The average is $7.03\times10^{21}\ \mathrm{cm^{-3}}$. The local values are

$$
n(0)=\alpha N=2.21\times10^{22}\ \mathrm{cm^{-3}},
$$

$$
n(d)=\alpha Ne^{-\alpha d}=1.11\times10^{21}\ \mathrm{cm^{-3}} .
$$

With reflection neglected, the top receives about twenty times the dose of the bottom. An average can therefore be a poor guide to damage near the surface.

Two limits clarify the formula. For $\alpha d\gg1$ the exponential vanishes and $\bar n\to N/d$, as in (a). This too neglects reflection, which can become strong when the extinction index is large and then lowers the dose. For $\alpha d\ll1$, the expansion $1-e^{-\alpha d}\approx\alpha d$ gives $\bar n\to\alpha N$. With reflection neglected, the dose in a weakly absorbing film is then nearly uniform and independent of thickness, and the formula from (a) would overestimate it. On a reflecting substrate, interference can make the dose in such a film vary strongly with depth.

Absorbing 99 % in one pass requires $e^{-\alpha d}=0.01$, or $d=\ln(100)/\alpha=154\ \mathrm{nm}$. This refers to light that has entered the film; with reflection at the surface included, as in (c), even a very thick film of this index absorbs only about 94 % of the incident light. "Fully absorbed within 100 nm" is thus an approximation for this film.

### (c) Reflection and interference

Let the incident electric field have unit amplitude and time dependence $e^{-i\omega t'}$. Write $N_1=1.50+0.35i$ for the complex index of the film, $N_2=0.40+1.40i$ for that of silicon, and $k_0=2\pi/\lambda$. The film contains a downward and an upward wave:

$$
\mathcal E(z)=Ae^{ik_0N_1z}+Be^{-ik_0N_1z}.
$$

The tangential electric and magnetic fields are continuous at each interface. The magnetic amplitude is proportional to the index times the electric amplitude, with opposite sign for an upward wave. If $r$ is the reflected amplitude, $s$ the amplitude entering silicon and $p=e^{ik_0N_1d}$, then

$$
1+r=A+B,\qquad 1-r=N_1(A-B),
$$

$$
Ap+\frac Bp=s,\qquad N_1\left(Ap-\frac Bp\right)=N_2s .
$$

Substituting the third equation into the fourth and collecting terms gives $(N_1-N_2)Ap=(N_1+N_2)B/p$. Therefore

$$
B=\rho p^2A,\qquad \rho=\frac{N_1-N_2}{N_1+N_2}.
$$

Adding the first two equations eliminates $r$ and leaves $2=(1+N_1)A+(1-N_1)B$. Hence

$$
A=\frac{2}{(1+N_1)+(1-N_1)\rho p^2},
$$

$$
r=A(1+\rho p^2)-1,\qquad s=Ap(1+\rho).
$$

The time-averaged energy flux of a single wave is proportional to the real part of the index times the squared electric amplitude. Relative to the incident flux, the reflected part is $R=|r|^2$ and the part entering silicon is $T=\operatorname{Re}(N_2)|s|^2$. Inserting the indices gives $R=6.2\ \%$ and $T=1.8\ \%$. Energy conservation leaves

$$
1-R-T=92.0\ \%
$$

for absorption in the film. Integrating the local absorption, $k_0\operatorname{Im}(N_1^2)|\mathcal E|^2$ relative to the incident flux, over the film gives the same fraction. The corrected average is

$$
0.920\times7.40\times10^{21}\ \mathrm{cm^{-3}}
=6.81\times10^{21}\ \mathrm{cm^{-3}},
$$

8 % below the full-absorption value.

### (d) Reading the dose

**Methyl groups.** Take a film of composition $\mathrm{CH_3SiO_{1.5}}$, known as methylsilsesquioxane, with a rough density of $1.2\ \mathrm{g/cm^3}$. Each formula unit has a molar mass of 67.12 g/mol and contains one methyl group. With $N_{\mathrm A}$ the Avogadro constant, the methyl density is

$$
n_{\mathrm{Me}}=\frac{(1.2\ \mathrm{g/cm^3})\,N_{\mathrm A}}
{67.12\ \mathrm{g/mol}}
\approx1.1\times10^{22}\ \mathrm{cm^{-3}} .
$$

The dose in (a) is thus about 0.7 absorbed photons per methyl group. This shows that the exposure is large on the scale of the film's chemistry. It does not show that 70 % of the methyl groups are lost: that would require the probability that an absorbed photon removes one, which this calculation does not supply.

**Heating.** Suppose that all the incident energy stays in a wafer of thickness $w=775\ \mathrm{\mu m}$, with density $2.33\ \mathrm{g/cm^3}$ and specific heat $0.71\ \mathrm{J/(g\,K)}$. The temperature rise is then

$$
\Delta T_{\mathrm w}=
\frac{(1.0\times10^{-3})(100)}
{(0.0775)(2.33)(0.71)}\ \mathrm K
=0.78\ \mathrm K .
$$

Heat losses would reduce it. The estimate covers the stated 1 mW/cm² and no other heat from the lamp.

For the temperature difference across the film, use the absorption profile of (b) and let all the absorbed energy become heat that leaves through the substrate. In the steady state, the heat flowing downward at depth $z$ is the power absorbed above it, $P_0(1-e^{-\alpha z})$. Fourier's law with thermal conductivity $\kappa$ gives

$$
\Delta T_{\mathrm f}
=\frac{P_0}{\kappa}\int_0^d(1-e^{-\alpha z})\,dz
=\frac{P_0}{\kappa}\left[d-\frac{1-e^{-\alpha d}}{\alpha}\right].
$$

For a rough $\kappa=3.0\times10^{-3}\ \mathrm{W/(cm\,K)}$, this is $2.3\times10^{-6}\ \mathrm K$. The steady profile is justified because heat diffuses across the film in about $d^2\rho_{\mathrm m}c_{\mathrm m}/\kappa=4.0\times10^{-8}\ \mathrm s$, where $\rho_{\mathrm m}$ is the film density and $c_{\mathrm m}=1.0\ \mathrm{J/(g\,K)}$ its rough specific heat. Average heating by this light is therefore small.

**Charging.** Let $N_q$ net elementary charges per area sit on the outer surface above a grounded substrate, with an electric field outside that is negligible beside the field in the film. Gauss's law gives the field in the film, $\mathcal E_q=eN_q/(\varepsilon_0\varepsilon_r)$. With a rough $\varepsilon_r=2.7$ and a rough breakdown field of 5 MV/cm,

$$
N_q=\frac{\varepsilon_0\varepsilon_r\mathcal E_q}{e}
\approx7.5\times10^{12}\ \mathrm{cm^{-2}} .
$$

The voltage across the film would be $\mathcal E_qd=50\ \mathrm V$. Dividing $N_q$ by the $0.920N$ photons absorbed per area gives $1.1\times10^{-4}$ net charges per photon. In this geometry, a larger retained fraction would push the field past the assumed breakdown value before the exposure ended. Leakage would remove some of the charge, so more would have to be generated to reach this field. Electron emission caused by this light alone would not charge the surface to 50 V: once the surface is a few volts positive relative to its surroundings, the weak field outside pulls back electrons freed by 8.43 eV photons. Reaching the limit would take an external field that draws the electrons away, or another source of charge. The limit concerns charge left behind; it does not restrict the number of photons absorbed or of neutral broken bonds.

### Comparison with real films

Low-k organosilicate films about 100 nm thick are realistic, and processing plasmas can expose them to vacuum-ultraviolet light. The flux depends strongly on the gas, pressure and power, so 1 mW/cm² is an example rather than a universal value; at fixed wavelength, time and absorption, the dose scales in proportion to it. Real films also depart from full absorption. For the rough optical constants used here, the correction is 8 %. If exposure halved $\alpha$ throughout the film, the single-pass absorbed fraction would fall from 95.0 % to 77.6 % at the same thickness. This overstates the change on silicon, which returns much of the light that crosses the film: the formulas of (c), with the extinction index halved and the other indices unchanged, give a fall from 92 % to about 84 %. Porosity, composition and plasma damage can change the optical constants, so a dose calculation for a particular film needs values for that film at 147 nm.

## Values computed for the example and the checks

```
Power density: 1.0 mW/cm2
Wavelength: 147 nm
Absorption depth and film thickness: 100 nm
Exposure time: 100 s
Photon energy: 1.3513e-18 J
Photon energy, converted: 8.434 eV
Photon flux: 7.400e+14 photons/(cm2 s)
Photon fluence: 7.400e+16 photons/cm2
Average dose, full absorption: 7.400e+21 photons/cm3
Average dose, converted: 7.40 photons/nm3
Propagated average, uniform absorber: 7.400e+21 /cm3
Propagated average, graded absorber: 7.400e+21 /cm3
Photon density in incident beam: 2.47e+04 /cm3
Film refractive index, rough: 1.50 (no unit)
Film extinction index, rough: 0.35 (no unit)
Silicon refractive index, rough: 0.40 (no unit)
Silicon extinction index, rough: 1.40 (no unit)
Absorption coefficient: 0.0299 /nm
Optical depth: 2.99 (no unit)
Single-pass absorbed part: 95.0 %
Single-pass average dose: 7.03e+21 /cm3
Single-pass surface dose: 2.21e+22 /cm3
Single-pass bottom dose: 1.11e+21 /cm3
Thickness for 99 % absorption: 154 nm
Absorbed part if alpha is halved: 77.6 %
Reflected part, full optics: 6.2 %
Part entering silicon: 1.8 %
Part absorbed in film: 92.0 %
Average dose, full optics: 6.81e+21 /cm3
Film mass density, rough: 1.2 g/cm3
Molar mass of CH3SiO1.5 unit: 67.12 g/mol
Methyl-group density: 1.08e+22 /cm3
Photons per methyl group, full absorption: 0.69
Wafer thickness: 775 um
Silicon mass density, rough: 2.33 g/cm3
Silicon specific heat, rough: 0.71 J/(g K)
Wafer temperature rise without loss: 0.78 K
Film thermal conductivity, rough: 3.0e-03 W/(cm K)
Film specific heat, rough: 1.0 J/(g K)
Film thermal diffusion time: 4.0e-08 s
Temperature drop across film: 2.3e-06 K
Relative permittivity, rough: 2.7 (no unit)
Breakdown field, rough: 5.0 MV/cm
Voltage at breakdown field: 50 V
Surface charges at breakdown: 7.46e+12 /cm2
Net charges per absorbed photon at limit: 1.1e-04
```
